# The p1/2 spinor orbital has no fixed spin axis

**What symmetry allows**

Take one electron in a central field, in a two-component orbital with $l=1$ and $j=1/2$. The angular factor $\psi(\hat r)$ is normalised on the unit sphere. The density and the spin density are

$$n=\psi^\dagger\psi,\qquad \mathbf m=\psi^\dagger\boldsymbol\sigma\psi .$$

The electron's spin magnetic moment is antiparallel to $\mathbf m$, so both define the same axis.

The two states $m_j=\pm1/2$ rotate like a spin 1/2. A state of the doublet is therefore labelled by a normalised spinor $\chi$, or by the unit vector $\mathbf p=\chi^\dagger\boldsymbol\sigma\chi$. Since $\mathbf m$ is bilinear in the amplitudes and their conjugates, it depends on $\chi$ through $\chi\chi^\dagger=(1+\mathbf p\cdot\boldsymbol\sigma)/2$. It thus has a part independent of $\mathbf p$ and a part linear in $\mathbf p$. Rotational symmetry permits the vectors $\hat r$, $\mathbf p$, $(\mathbf p\cdot\hat r)\hat r$ and $\mathbf p\times\hat r$. An $l=1$ orbital obeys $\psi(-\hat r)=-\psi(\hat r)$, so $\mathbf m$ is even in $\hat r$, which removes the first and the last:

$$4\pi\mathbf m=b\,\mathbf p+c\,(\mathbf p\cdot\hat r)\,\hat r .$$

In the same way $n$ could contain a constant and $\mathbf p\cdot\hat r$. The second is odd, so $4\pi n=1$.

A two-component spinor with entries $a_\uparrow,a_\downarrow$ has

$$|\mathbf m|^2=(|a_\uparrow|^2-|a_\downarrow|^2)^2+4|a_\uparrow|^2|a_\downarrow|^2=n^2 .$$

Its spin is fully polarised at every point where $n\neq0$. With $\hat r\perp\mathbf p$ this requires $b^2=1$. On the pole $\hat r=\mathbf p=\hat z$ the harmonics with $m_l\ne0$ vanish, so the state $m_j=1/2$ is purely spin up there and $b+c=1$. Two possibilities remain: $(b,c)=(1,0)$, a uniform spin direction, and $(b,c)=(-1,2)$. The first would require the state to be spin up everywhere. The explicit state rules this out.

**The counter-example**

The tempting reading of $m_j=1/2$ is "spin up along $z$". But $m_j$ is the eigenvalue of $J_z=L_z+\sigma_z/2$ (with $\hbar=1$), and two products share it:

$$\psi=A\,Y_{10}\uparrow+B\,Y_{11}\downarrow .$$

For $j=1/2$ this is the top state of the doublet, so $J_+\psi=0$. Using $L_+Y_{10}=\sqrt2\,Y_{11}$, $L_+Y_{11}=0$ and $S_+\downarrow=\uparrow$,

$$J_+\psi=(\sqrt2A+B)\,Y_{11}\uparrow=0,\qquad B=-\sqrt2A .$$

Normalisation gives $3A^2=1$. Choosing the overall sign so that $A=-\sqrt{1/3}$ gives $B=\sqrt{2/3}$. The weights are 1/3 for spin up and 2/3 for spin down.

In the usual phase convention,

$$Y_{10}=\sqrt{\frac{3}{4\pi}}\cos\theta,\qquad Y_{11}=-\sqrt{\frac{3}{8\pi}}\sin\theta\,e^{i\phi}.$$

The square roots combine to give

$$\psi=-\frac1{\sqrt{4\pi}}\begin{pmatrix}\cos\theta\\ \sin\theta\,e^{i\phi}\end{pmatrix}.$$

The local spin follows from $m_z=|a_\uparrow|^2-|a_\downarrow|^2$ and $m_x+im_y=2a_\uparrow^*a_\downarrow$:

$$4\pi m_z=\cos^2\theta-\sin^2\theta=\cos2\theta,$$

$$4\pi(m_x+im_y)=2\sin\theta\cos\theta\,e^{i\phi}=\sin2\theta\,e^{i\phi}.$$

This is the second possibility found above, since

$$4\pi\mathbf m=2\cos\theta\,\hat r-\hat z .$$

The spin direction lies in the plane of $\hat z$ and $\hat r$ and turns twice as fast as the position. At azimuth zero the numerical values are:

| $\theta$ | $4\pi m_x$ | $4\pi m_z$ | spin angle |
|---|---|---|---|
| 0° | 0.000 | 1.000 | 0° |
| 30° | 0.866 | 0.500 | 60° |
| 45° | 1.000 | 0.000 | 90° |
| 60° | 0.866 | −0.500 | 120° |
| 90° | 0.000 | −1.000 | 180° |

The spin points up on the polar axis, lies horizontally at 45°, and points down on the equator. Continuing to the other pole completes a full turn.

**What the mean value −1/3 says**

The average of $\hat r_i\hat r_j$ over the sphere is proportional to $\delta_{ij}$ by isotropy, and its trace is one. It is therefore $\delta_{ij}/3$, and

$$\langle\boldsymbol\sigma\rangle=\frac23\hat z-\hat z=-\frac13\hat z .$$

The number $-1/3$ is an average of unit vectors pointing in different directions. It is not the length of a partly polarised local spin. Conservation of $J_z$ is respected, because the orbital part supplies the remainder:

$$\langle L_z\rangle=\frac12-\frac12\left(-\frac13\right)=\frac23 .$$

If spin is measured without regard to position, the probability of "up" along a unit vector $\mathbf e$ is

$$\frac{1+\langle\boldsymbol\sigma\rangle\cdot\mathbf e}{2}=\frac{1-e_z/3}{2},$$

which lies between 1/3 and 2/3. No choice of $\mathbf e$ makes the result certain.

The phase relation between the two spin components is essential. An incoherent mixture of $Y_{10}\uparrow$ with weight 1/3 and $Y_{11}\downarrow$ with weight 2/3 has the same $m_z(\hat r)$ and the same mean. Its transverse spin density is zero, because that part comes from the cross term $a_\uparrow^*a_\downarrow$. At $\theta=45°$ the mixture has no spin density, while the spinor has $4\pi|\mathbf m|=1$.

This difference matters when a calculation keeps $m_z$ alone. With $u=\cos\theta$ and the symmetry $u\to-u$,

$$\int|m_z|\,d\Omega=\int_0^{1/\sqrt2}(1-2u^2)\,du+\int_{1/\sqrt2}^1(2u^2-1)\,du .$$

The first integral is $\sqrt2/3$ and the second is $(\sqrt2-1)/3$. Their sum is $(2\sqrt2-1)/3\approx0.609$, whereas $\int|\mathbf m|\,d\Omega=1$. For this orbital, with the kept axis parallel to $\mathbf p$, replacing $|\mathbf m|$ by $|m_z|$ loses about 39% of the integrated local polarisation. The loss depends on the kept axis. For an axis $\mathbf e\perp\mathbf p$, $4\pi\,\mathbf m\cdot\mathbf e=2(\mathbf p\cdot\hat r)(\mathbf e\cdot\hat r)$, the integral of its magnitude is $4/(3\pi)\approx0.424$, and about 58% is lost.

**Turning the quantisation axis does not help**

The explicit state can be written $\psi=-(\boldsymbol\sigma\cdot\hat r)\uparrow/\sqrt{4\pi}$. The operator $\boldsymbol\sigma\cdot\hat r$ is a scalar under joint rotations of position and spin, so it commutes with $\mathbf J$. Every state of the doublet is therefore

$$\psi_\chi=-\frac{(\boldsymbol\sigma\cdot\hat r)\chi}{\sqrt{4\pi}} .$$

From $\sigma_i(\boldsymbol\sigma\cdot\hat r)=2\hat r_i-(\boldsymbol\sigma\cdot\hat r)\sigma_i$ and $(\boldsymbol\sigma\cdot\hat r)^2=1$,

$$(\boldsymbol\sigma\cdot\hat r)\,\sigma_i\,(\boldsymbol\sigma\cdot\hat r)=2\hat r_i(\boldsymbol\sigma\cdot\hat r)-\sigma_i .$$

Taking the mean in $\chi$ gives

$$4\pi\mathbf m=2(\mathbf p\cdot\hat r)\hat r-\mathbf p,\qquad \langle\boldsymbol\sigma\rangle=-\frac{\mathbf p}{3}.$$

A new choice of $\mathbf p$ rotates the whole pattern and leaves its shape unchanged. Reversing $\mathbf p$ reverses $\mathbf m$ at every point, so a doublet with both states filled has zero spin density.

**The general statement**

Not every spinor orbital behaves this way. For a two-component eigenstate of $L^2$, $J^2$ and $J_z$, with $j=l\pm1/2$:

1. $\langle\sigma_z\rangle=\pm\dfrac{2m_j}{2l+1}$.
2. The spin density lies along one fixed axis everywhere if and only if $|m_j|=l+1/2$.

*Proof of 1.* Since $J^2=L^2+\mathbf L\cdot\boldsymbol\sigma+3/4$, the state is an eigenstate of $\mathbf L\cdot\boldsymbol\sigma$ with eigenvalue

$$\lambda=j(j+1)-l(l+1)-\frac34 .$$

This is $l$ for $j=l+1/2$ and $-(l+1)$ for $j=l-1/2$, so $\lambda+1/2=\pm(l+1/2)$. The Pauli matrices satisfy $\sigma_z\sigma_i+\sigma_i\sigma_z=2\delta_{zi}$, hence

$$\sigma_z(\mathbf L\cdot\boldsymbol\sigma)+(\mathbf L\cdot\boldsymbol\sigma)\sigma_z=2L_z .$$

Its mean value gives $\lambda\langle\sigma_z\rangle=\langle L_z\rangle$. Therefore

$$m_j=\langle L_z\rangle+\frac12\langle\sigma_z\rangle=\left(\lambda+\frac12\right)\langle\sigma_z\rangle=\pm\left(l+\frac12\right)\langle\sigma_z\rangle ,$$

which is statement 1.

*Proof of 2.* The state has the form $A\,Y_{l,m_j-1/2}\uparrow+B\,Y_{l,m_j+1/2}\downarrow$, with weights $|A|^2=(1+\langle\sigma_z\rangle)/2$ and $|B|^2=(1-\langle\sigma_z\rangle)/2$. One weight vanishes if and only if $|\langle\sigma_z\rangle|=1$, which by statement 1 means $|m_j|=l+1/2$. Then $\mathbf m=\pm n\hat z$ and the axis is fixed.

If neither weight vanishes, $m_x+im_y=2a_\uparrow^*a_\downarrow$ is $e^{i\phi}$ times a function of $\theta$. That function is a product of two polar factors with isolated zeros, so it is nonzero at some $\theta_0$. On the circle $\theta=\theta_0$ the transverse spin turns once with $\phi$. Its directions at $\phi=0$ and $\phi=90°$ are perpendicular, so the two spin vectors cannot lie along one axis. This completes the proof.

For $l=0$ to 3 there are 32 such spinors, and 8 of them have a fixed axis: two for each $l$. All the s1/2 states belong to this group, as do the p3/2 states with $m_j=\pm3/2$.

The state p3/2, $m_j=1/2$ gives an instructive second case. It is orthogonal to the p1/2 state, so it is $\sqrt{2/3}\,Y_{10}\uparrow+\sqrt{1/3}\,Y_{11}\downarrow$. Inserting the harmonics gives

$$4\pi m_z=2\cos^2\theta-\frac12\sin^2\theta,\qquad 4\pi(m_x+im_y)=-\sin2\theta\,e^{i\phi}.$$

The spin again points up on the polar axis and down on the equator, but it turns in the opposite sense. The density is now larger near the poles, and the mean is $2/3-1/3=+1/3$.

**When spin-orbit coupling is absent**

The argument assumes that $j$ is sharp. Without spin-orbit coupling, p1/2 and p3/2 are degenerate and may be combined freely. One combination is

$$\sqrt{\frac23}\,|{\rm p}_{3/2}\rangle-\sqrt{\frac13}\,|{\rm p}_{1/2}\rangle=Y_{10}\uparrow ,$$

where both states have $m_j=1/2$. The $Y_{11}\downarrow$ parts cancel, and the result has a fixed spin axis. In a central field with spin-orbit splitting this combination is no longer stationary.

**The four-component orbital**

The value $-1/3$ belongs to the two-component spinor. A Dirac orbital also has a small component. Use $\hbar=m=c=1$, let $\varepsilon$ be the energy including rest energy, and set $\eta=\chi/\sqrt{4\pi}$. Take the upper part as $(P/r)(\boldsymbol\sigma\cdot\hat r)\eta$ and the lower part as $-i(Q/r)\eta$. For radial functions $f$ and $g$, with $\hat{\mathbf p}=-i\nabla$,

$$\boldsymbol\sigma\cdot\hat{\mathbf p}\,(g\eta)=-ig'(\boldsymbol\sigma\cdot\hat r)\eta,\qquad \boldsymbol\sigma\cdot\hat{\mathbf p}\,\big(f(\boldsymbol\sigma\cdot\hat r)\eta\big)=-i\left(f'+\frac{2f}{r}\right)\eta .$$

The Dirac equation then closes on these two forms:

$$P'+\frac Pr=(\varepsilon+1-V)Q,\qquad Q'-\frac Qr=-(\varepsilon-1-V)P .$$

The small component is s-like, and its spin points along $+\mathbf p$ everywhere. Let $w=\int Q^2dr$, with $\int(P^2+Q^2)dr=1$. For $\mathbf p=\hat z$,

$$\langle\Sigma_z\rangle=-\frac{1-w}{3}+w=-\frac13+\frac{4w}{3}.$$

Here $\Sigma_z$ is $\sigma_z$ acting on both parts. A density defined with $\beta\boldsymbol\Sigma$ counts the lower part with the opposite sign, and its mean is $-1/3-2w/3$.

For a point charge, $V=-\zeta/r$ with $\zeta=Z\alpha$. In a bound state the mean of the commutator of $\mathbf r\cdot\hat{\mathbf p}$ with the Hamiltonian vanishes. This gives $\langle\boldsymbol\alpha\cdot\hat{\mathbf p}\rangle=\langle\mathbf r\cdot\nabla V\rangle=-\langle V\rangle$. Kinetic and potential terms cancel in the energy, leaving $\varepsilon=\langle\beta\rangle=1-2w$, or

$$w=\frac{1-\varepsilon}{2}.$$

The 2p1/2 energy follows from $P=r^\gamma e^{-\lambda r}(p_0+p_1r)$ and $Q=r^\gamma e^{-\lambda r}(q_0+q_1r)$, with $\lambda^2=1-\varepsilon^2$. The lowest power of $r$ gives $(\gamma+1)p_0=\zeta q_0$ and $(\gamma-1)q_0=-\zeta p_0$, so $\gamma=\sqrt{1-\zeta^2}$. The highest power gives $\lambda q_1=-(1-\varepsilon)p_1$. The power between them gives

$$\lambda p_0+(1+\varepsilon)q_0=(\gamma+2)p_1-\zeta q_1,$$

$$(1-\varepsilon)p_0+\lambda q_0=\gamma q_1+\zeta p_1 .$$

Multiply the first by $1-\varepsilon$ and the second by $\lambda$. The left sides become equal. Equating the right sides and eliminating $q_1$ gives

$$2(\gamma+1)(1-\varepsilon)=\frac{2\zeta\lambda\varepsilon}{1+\varepsilon},\qquad\text{so}\qquad \lambda(1+\gamma)=\zeta\varepsilon .$$

Squaring, and using $(1+\gamma)^2+\zeta^2=2(1+\gamma)$, yields $\varepsilon=\sqrt{(1+\gamma)/2}$.

For $Z=80$, $\varepsilon=0.951816$. Hence $w=(1-0.951816)/2=0.024092$ and

$$\langle\Sigma_z\rangle=-0.33333+\frac43(0.024092)=-0.3012 .$$

Direct integration of the radial equations gives the same values. For $Z=20$, $w=0.00134$ and the mean is $-0.3315$, close to the two-component result.

The direction changes as well. After integration over $r$, the spin vector at polar angle $\theta$ has transverse part $(1-w)\sin2\theta$ and $z$ part $(1-w)\cos2\theta+w$, in units of $1/(4\pi)$. At $\theta=45°$ and $Z=80$ these are 0.9759 and 0.0241. The direction is 88.59° from $z$ instead of 90°, and the length is 0.976 instead of 1. At a single radius the upper part contributes $P^2$ times the turning unit vector $(\sin2\theta,\cos2\theta)$, and the lower part contributes $Q^2$ times $\hat z$. Away from the polar axis these directions differ, so wherever $P$ and $Q$ are both nonzero the sum is shorter than $P^2+Q^2$. Full local polarisation is thus a property of the two-component spinor. The full turn of the spin direction survives in the radially integrated spin, and at each radius where $P^2>Q^2$. Very near the nucleus $Q/P$ tends to $q_0/p_0=(1+\gamma)/\zeta>1$. The lower part dominates there, and the density defined with $\boldsymbol\Sigma$ keeps a positive $z$ component at every angle; with $\beta\boldsymbol\Sigma$ that component is negative at every angle. For $Z=80$ the region with $Q^2>P^2$ extends to about 320 fm and holds about 0.3% of the charge. These values are for one electron and a point charge, without finite nuclear size or radiative corrections. For $Z=80$, a uniformly charged nucleus of radius 7.05 fm raises $\varepsilon$ by about $1.5\times10^{-6}$ and lowers $w$ by about $2\times10^{-6}$; the mean $-0.3012$ and the angle 88.59° are unchanged. The numerical output lists the two-component spin at eight angles from 0° to 150°, and the four-component results for $Z=20$ and $Z=80$, with the spin direction at 45°.

## Calculated quantities

```
Two-component p1/2, m_j = 1/2
weight of spin up   = 0.333333 (dimensionless)
weight of spin down = 0.666667 (dimensionless)
mean sigma_z = -0.333333 (dimensionless)
mean l_z     = 0.666667 hbar
eigenvalues of reduced spin matrix = 0.333333, 0.666667
Local spin at azimuth 0 (4 pi m, dimensionless; angles in degrees)
theta   m_x      m_z      length   spin direction from z
    0   0.0000   1.0000   1.0000      0.0
   30   0.8660   0.5000   1.0000     60.0
   45   1.0000   0.0000   1.0000     90.0
   60   0.8660  -0.5000   1.0000    120.0
   90   0.0000  -1.0000   1.0000    180.0
  120  -0.8660  -0.5000   1.0000    240.0
  135  -1.0000   0.0000   1.0000    270.0
  150  -0.8660   0.5000   1.0000    300.0
spin length at 45 degrees, spinor  = 1.0000 (4 pi |m|)
spin length at 45 degrees, mixture = 0.0000 (4 pi |m|)
integral of |m|   = 1.000000 (dimensionless)
integral of |m_z| = 0.609476 (dimensionless)
spinors checked for l = 0 to 3: 32, with fixed axis: 8
Dirac 2p1/2, m_j = 1/2, point charge Z
Z = 20: energy without rest energy = -50.3366 hartree
  energy with rest energy / mc^2 = 0.997320
  small-component norm w = 0.001340
  mean Sigma_z = -0.331546
  radially integrated spin at theta = 45 degrees:
    direction from z = 89.92 degrees, length = 0.9987
Z = 80: energy without rest energy = -904.8478 hartree
  energy with rest energy / mc^2 = 0.951816
  small-component norm w = 0.024092
  mean Sigma_z = -0.301210
  radially integrated spin at theta = 45 degrees:
    direction from z = 88.59 degrees, length = 0.9762
```
